\section*{Thermal-mismatch strain in a germanium film cooled on silicon}

\section*{Problem}

A germanium film, 1 µm thick, is grown on a silicon (001) wafer 725 µm thick and 200 mm in diameter. At the growth temperature $T_g=600\,^\circ$C, dislocations have relaxed the film completely: its in-plane lattice parameter is that of free germanium at that temperature. The wafer is then cooled to $T_0=25\,^\circ$C. The film stays bonded, and no dislocation moves during cooling.

The linear expansion coefficient is $\alpha=(1/a)\,da/dT$, with $a$ the lattice parameter. Rough typical values are given below; take $\alpha$ to vary linearly between the two temperatures.

\begin{center}
\begin{tabular}{lcc}
 & Si & Ge \\
\hline
$\alpha(25\,^\circ\mathrm{C})$ ($10^{-6}$/K) & 2.6 & 5.9 \\
$\alpha(600\,^\circ\mathrm{C})$ ($10^{-6}$/K) & 4.1 & 7.5 \\
$a(25\,^\circ\mathrm{C})$ (nm) & 0.5431 & 0.5658 \\
$C_{11}$ (GPa) & 166 & 129 \\
$C_{12}$ (GPa) & 64 & 48 \\
\end{tabular}
\end{center}

(a) Find the sign and size of the in-plane strain of the film at $T_0$.

(b) Find the film stress, the strain normal to the film and the bow of the wafer, which was flat before cooling.

(c) How does the strain change if relaxation at $T_g$ is incomplete?

(d) How do the other idealizations affect the estimate?

\section*{Solution}

\subsection*{(a) The in-plane strain}

Strain is measured from free germanium at the final temperature and is positive in tension. With $a_\parallel$ the in-plane lattice parameter of the bonded film,
\begin{equation}
\varepsilon=\frac{a_\parallel(T_0)}{a_{\rm Ge}(T_0)}-1 .
\end{equation}

For a free crystal, $da/a=\alpha\,dT$. Integrating from $T_0$ to $T_g$ gives
\begin{equation}
\frac{a(T_g)}{a(T_0)}=\exp\left(\int_{T_0}^{T_g}\alpha\,dT\right).
\end{equation}

At $T_g$ the relaxed film has $a_\parallel=a_{\rm Ge}(T_g)$. During cooling it is bonded to a wafer several hundred times thicker, so to a first approximation it shrinks in the plane by the same factor as free silicon:
\begin{equation}
a_\parallel(T_0)=a_{\rm Ge}(T_g)\,\frac{a_{\rm Si}(T_0)}{a_{\rm Si}(T_g)} .
\end{equation}
Dividing by $a_{\rm Ge}(T_0)$ and using the expansion ratio for each crystal,
\begin{align}
1+\varepsilon
&=\frac{a_{\rm Ge}(T_g)}{a_{\rm Ge}(T_0)}\,
  \frac{a_{\rm Si}(T_0)}{a_{\rm Si}(T_g)} \nonumber\\
&=\exp\left[\int_{T_0}^{T_g}(\alpha_{\rm Ge}-\alpha_{\rm Si})\,dT\right].
\end{align}
The exponent is small, so $e^x-1\approx x$ and
\begin{equation}
\varepsilon\approx\langle\Delta\alpha\rangle\,(T_g-T_0),
\qquad \Delta\alpha=\alpha_{\rm Ge}-\alpha_{\rm Si},
\end{equation}
where the brackets denote the average over the temperature interval.

The sign follows from $\Delta\alpha>0$. Free germanium would shrink more than the silicon lets it, so the film ends up stretched.

The temperature drop is 575 K. The room-temperature coefficients alone give
\begin{equation}
\varepsilon\approx(5.9-2.6)\times10^{-6}\times575=1.90\times10^{-3}.
\end{equation}
At 600 °C the difference is $3.40\times10^{-6}$/K instead of $3.30\times10^{-6}$/K. Because $\Delta\alpha$ is linear in $T$, its average is the mean of these end values, $3.35\times10^{-6}$/K, and
\begin{equation}
\varepsilon\approx3.35\times10^{-6}\times575=1.93\times10^{-3}=0.193\,\% .
\end{equation}
The strain is tensile and roughly 0.2 percent. In the linear model both coefficients rise considerably on heating, but by nearly equal amounts, so the room-temperature difference gives almost the same result; curved expansion data can spoil this agreement, as part (d) shows. Keeping the exponential changes the result by about $\varepsilon^2/2\approx2\times10^{-6}$, which is negligible here.

The room-temperature lattice misfit of about 4 percent does not appear. Complete relaxation at $T_g$ has removed it, and cooling adds the difference in contraction alone. The path between the two temperatures is also irrelevant while the film remains elastic.

\subsection*{(b) Stress, normal strain and bow}

Let $x$ and $y$ lie along the cube axes in the plane and $z$ along the normal. The in-plane strains are equal, $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$, and the free top surface requires $\sigma_{zz}=0$. Hooke's law for a cubic crystal then gives
\begin{align}
0&=2C_{12}\varepsilon+C_{11}\varepsilon_{zz}
\quad\Rightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon,\\
\sigma_{xx}&=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}
=M\varepsilon,\\
M&=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\end{align}
For germanium,
\begin{equation}
M_{\rm Ge}=129+48-\frac{2\times48^2}{129}=141\ \mathrm{GPa},
\end{equation}
and the same formula gives $M_{\rm Si}=181$ GPa. The film stress is $141\times1.93\times10^{-3}=0.27$ GPa. The normal strain is $-0.744\times0.193\,\%=-0.14\,\%$: the stretched film is thinner than free germanium would be.

The film pulls the top of the wafer inward. Let $h_f$ and $h_s$ be the film and wafer thicknesses. The force per unit width is $F=M_{\rm Ge}h_f\varepsilon$. Write the elastic strain in the wafer as $e(z)=e_0+gz$, with $z$ now measured from the wafer's midplane towards the film. Since $h_f\ll h_s$, the force acts practically at $z=h_s/2$. Balance of force and of moment requires
\begin{align}
\int_{-h_s/2}^{h_s/2}M_{\rm Si}\,e\,dz&=M_{\rm Si}h_s e_0=-F,\\
\int_{-h_s/2}^{h_s/2}M_{\rm Si}\,e\,z\,dz&=\frac{M_{\rm Si}h_s^3}{12}\,g=-\frac{Fh_s}{2}.
\end{align}
Hence $e_0=-F/(M_{\rm Si}h_s)$ and $g=-6F/(M_{\rm Si}h_s^2)$. The negative $g$ means that the top is contracted relative to the bottom, so the wafer is concave on the film side. Its curvature is
\begin{equation}
\kappa=|g|=\frac{6M_{\rm Ge}h_f\varepsilon}{M_{\rm Si}h_s^2}=0.0172\ \mathrm{m^{-1}} .
\end{equation}
A circle of radius $1/\kappa$ has, at distance $r\ll1/\kappa$ from the centre, the height
\begin{equation}
\frac1\kappa-\sqrt{\frac1{\kappa^2}-r^2}\approx\frac{\kappa r^2}{2}.
\end{equation}
With $r=0.100$ m the bow is $0.0172\times0.0100/2=8.6\times10^{-5}$ m, or 86 µm. This is the small-deflection result, valid while the bow is well below the wafer thickness. Here large-deflection terms lower it by less than one percent, but for a 5 µm film they lower it by about ten percent. The sag of the wafer under its own weight, roughly 20 µm when it is supported at the edge, is not included.

The same balance tests the assumption that the wafer imposes its free length. At the interface its elastic strain is
\begin{equation}
e(h_s/2)=-\frac{F}{M_{\rm Si}h_s}-\frac{3F}{M_{\rm Si}h_s}
=-\frac{4M_{\rm Ge}h_f}{M_{\rm Si}h_s}\,\varepsilon .
\end{equation}
The film therefore loses the fraction $4\times141/(181\times725)=0.43\,\%$ of its strain, a negligible amount. The loss grows in proportion to $h_f/h_s$ while that ratio is small; for a film comparable in thickness to the wafer this expansion fails.

\subsection*{(c) Incomplete relaxation}

Let $R$ be the relaxed fraction of the misfit at $T_g$, defined by
\begin{equation}
a_\parallel(T_g)=a_{\rm Si}(T_g)+R\,[a_{\rm Ge}(T_g)-a_{\rm Si}(T_g)].
\end{equation}
With $f=a_{\rm Si}(T_g)/a_{\rm Ge}(T_g)-1$, division by $a_{\rm Ge}(T_g)$ gives
\begin{equation}
\frac{a_\parallel(T_g)}{a_{\rm Ge}(T_g)}=(1+f)-Rf=1+(1-R)f .
\end{equation}
Cooling multiplies this ratio by $1+\varepsilon$, as before, so
\begin{equation}
1+\varepsilon_{\rm tot}=[1+(1-R)f]\,(1+\varepsilon).
\end{equation}
The misfit at 600 °C follows from the room-temperature lattice parameters and the difference in expansion:
\begin{equation}
1+f=\frac{0.5431}{0.5658}\,\frac{1}{1+\varepsilon},
\qquad f=-4.20\,\% .
\end{equation}
If $R=99\,\%$, the film starts with a compressive strain of $0.01\times4.20\,\%=0.042\,\%$ and ends with $\varepsilon_{\rm tot}=0.151\,\%$. One percent of unrelieved misfit thus costs about a fifth of the tension. Setting $\varepsilon_{\rm tot}=0$ gives
\begin{equation}
1-R=\frac{-\varepsilon}{(1+\varepsilon)f}=4.6\,\% .
\end{equation}
With a larger unrelaxed fraction the film is compressed even at room temperature.

For the fully relaxed film, the same measure of relaxation evaluated at $T_0$ exceeds unity. Since $a_\parallel(T_0)=(1+\varepsilon)a_{\rm Ge}(T_0)$,
\begin{equation}
\frac{a_\parallel-a_{\rm Si}}{a_{\rm Ge}-a_{\rm Si}}
=1+\frac{\varepsilon\,a_{\rm Ge}}{a_{\rm Ge}-a_{\rm Si}}
=1.048,
\end{equation}
with all lengths taken at $T_0$. An apparent relaxation of 105 percent is what thermal tension looks like on this scale.

\subsection*{(d) Other idealizations}

\emph{Curved expansion data.} Suppose that $\alpha_{\rm Si}$ lies above its straight line by $4bu(1-u)$, where $u=(T-T_0)/(T_g-T_0)$ and $b$ is the largest deviation. The exponent in part (a) falls by
\begin{equation}
(T_g-T_0)\int_0^1 4bu(1-u)\,du
=4b\left(\frac12-\frac13\right)(T_g-T_0)=\frac{2b}{3}(T_g-T_0).
\end{equation}
For an assumed $b=0.3\times10^{-6}$/K this is $0.0115\,\%$, and the strain becomes $0.181\,\%$. Measured silicon data bulge more than this: the fit of Okada and Tokumaru, with nearly the same end values, deviates from its chord by up to about $0.5\times10^{-6}$/K and, with the linear germanium curve, gives about $0.175\,\%$. A similar bulge in the germanium curve would act in the opposite direction.

\emph{Glide during cooling.} If dislocations keep the film stress-free down to 500 °C and then stop, the elastic history begins there. Replacing $T_g$ by 500 °C gives $0.159\,\%$. This sharp stopping temperature is an illustration, not a prediction of dislocation motion. At a strain of 0.2 percent the equilibrium (Matthews--Blakeslee) critical thickness is of order 0.1 µm, so a 1 µm film is metastable: it keeps its tension only because glide becomes slow on cooling, and the amount kept depends on the cooling rate and the dislocation density.

\emph{Operating temperature.} Heating the finished film removes part of the thermal strain. At 100 °C, measured from free germanium at 100 °C, the strain is $0.168\,\%$.

The table changes one condition at a time, starting from the reference in its first row.

\begin{center}
\begin{tabular}{lc}
Case & Strain (\%) \\
\hline
Linear $\alpha$, full relaxation, 25 °C & 0.193 \\
Room-temperature $\alpha$ throughout & 0.190 \\
Bulge in $\alpha_{\rm Si}$ & 0.181 \\
Wafer compliance included & 0.192 \\
99\,\% relaxed at 600 °C & 0.151 \\
Stress-free down to 500 °C & 0.159 \\
Operated at 100 °C & 0.168 \\
\end{tabular}
\end{center}

The third decimal place serves to compare the cases; the rough material data do not support it as a prediction. An error of $0.3\times10^{-6}$/K in $\Delta\alpha$ over the whole interval would by itself shift the strain by about 0.02 percentage points.

\subsection*{Application to real films}

Two assumptions that need checking for any given film are complete relaxation at $T_g$ and purely elastic cooling. In the cases above, a one percent shortfall in relaxation or glide down to 500 °C lowers the strain by 0.03 to 0.04 percentage points, more than the assumed curvature of the expansion data does. If a film is annealed above its growth temperature and relaxes there, the annealing temperature takes the place of $T_g$, subject to the same reservation about glide on cooling. The numerical output gives the inputs and intermediate values.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (material values are rough)
growth temperature: 600 C
room temperature: 25 C
temperature drop: 575 K
alpha Si at 25 C, 600 C: 2.6, 4.1 1e-6/K
alpha Ge at 25 C, 600 C: 5.9, 7.5 1e-6/K
a Si, a Ge at 25 C: 0.5431, 0.5658 nm
C11, C12, C44 of Si: 166, 64, 80 GPa
C11, C12, C44 of Ge: 129, 48, 67 GPa
film, wafer thickness: 1, 725 um
wafer radius: 100 mm
STRAIN
alpha difference at 25 C: 3.30 1e-6/K
alpha difference at 600 C: 3.40 1e-6/K
mean alpha difference: 3.35 1e-6/K
strain, room-temperature alphas: 0.1898 %
strain, mean difference times drop: 0.1926 %
strain, exponential formula: 0.1928 %
strain, stepwise cooling: 0.1928 %
ELASTIC CONSEQUENCES
biaxial modulus Ge, Si: 141.3, 180.7 GPa
film stress: 0.272 GPa
normal strain over in-plane strain: -0.744
normal elastic strain: -0.1435 %
curvature, thin-film formula: 0.01721 1/m
curvature, plate energy: 0.01716 1/m
wafer bow: 86.1 um
apparent relaxation at 25 C: 104.8 %
NEGLECTED EFFECTS
assumed bulge of Si alpha: 0.3 1e-6/K
strain with this bulge: 0.1813 %
fraction of strain lost to wafer, formula: 0.431 %
fraction of strain lost to wafer, plate: 0.431 %
misfit at 600 C, relative to Ge: -4.197 %
assumed relaxed fraction at 600 C: 99 %
residual strain at 600 C: -0.0420 %
final strain with this residual: 0.1508 %
unrelaxed fraction cancelling tension: 4.59 %
assumed glide lock temperature: 500 C
strain if glide stops there: 0.1588 %
warm operating temperature: 100 C
strain at this temperature: 0.1680 %
\end{verbatim}
